# Interface-trap conductance peak for a continuous energy distribution

A small alternating voltage on the gate of a metal–oxide–semiconductor capacitor moves the semiconductor bands at the interface up and down. Interface traps near the Fermi level then capture and emit electrons. Because these transitions take time, the trapped charge lags behind the voltage and the capacitor dissipates energy. The loss per cycle is small at low frequency, where the traps follow, and small at high frequency, where they barely respond. Its maximum in between carries two quantities of interest: the trap density, from the height, and the capture time, from the frequency. Reading them off requires two numerical factors, which depend on how the traps are distributed in energy. This appendix derives them for a continuous distribution and a laterally uniform surface potential.

## Model and conventions

The semiconductor is n-type and its surface is non-degenerate. Traps exchange electrons with the conduction band alone; exchange with holes is neglected. The trap density $D$, per area and energy, and the capture coefficient $c$ are constant over the energies that contribute. Small signals vary as $e^{i\omega t}$, and $q>0$ is the elementary charge. Admittances are per unit area. Practical units are used, since atomic units are unnatural for this measurement.

Let $n_s$ be the equilibrium electron density at the surface, and define

$$\tau=\frac{1}{c\,n_s},\qquad x=\omega\tau .$$

The parallel conductance $G_p$ below belongs to the semiconductor side of the circuit. It is obtained from terminal data after the oxide capacitance has been removed.

The result to be shown is that $G_p/\omega$, as a function of frequency at fixed bias, has a single maximum at $\omega\tau\approx1.98$, with height $0.402\,q^2D$. The conductance $G_p$ itself has no maximum in such a frequency sweep.

## Response of one trap level

A level at energy $E$ has occupancy $f$, which changes by capture and emission:

$$\frac{df}{dt}=c\,n(1-f)-e\,f .$$

Here $n$ is the instantaneous surface density. The emission rate $e$ depends on the distance from the trap to the band edge. Both move together with the surface potential, so $e$ stays constant during the signal. In equilibrium the two terms cancel, which fixes

$$e=c\,n_s\frac{1-f_0}{f_0},\qquad f_0=\frac{1}{1+e^{(E-E_F)/kT}} .$$

A degeneracy factor, if present, shifts $E$ by a constant and is absorbed in it.

A rise $\delta\psi$ of the surface potential lowers the electron energy at the surface. Majority carriers are assumed to remain in equilibrium with the bulk, so $n\propto e^{q\psi/kT}$ and, to first order, $\delta n=n_s q\,\delta\psi/kT$. Linearizing the rate equation gives

$$i\omega\,\delta f=c(1-f_0)\,\delta n-(c\,n_s+e)\,\delta f .$$

The total relaxation rate is

$$c\,n_s+e=c\,n_s\left(1+\frac{1-f_0}{f_0}\right)=\frac{1}{f_0\tau}.$$

Inserting this and $\delta n$, and multiplying by $f_0\tau$, yields

$$\delta f=\frac{q\,\delta\psi}{kT}\,\frac{f_0(1-f_0)}{1+i\omega f_0\tau}.$$

Each level therefore relaxes with its own time $f_0\tau$, which is shorter than $\tau$.

## Integration over energy

Electrons that fill the traps flow from the bulk to the surface, so the conventional current flows from the surface to the bulk. Its density is $+q\,\frac{d}{dt}\int D f\,dE$. Dividing its alternating part by $\delta\psi$ gives

$$Y_{it}=i\omega\frac{q^2}{kT}\int D\,\frac{f_0(1-f_0)}{1+i\omega f_0\tau}\,dE .$$

The depletion charge is driven by the same $\delta\psi$, so the depletion capacitance $C_D$ lies in parallel with $Y_{it}$.

The Fermi function obeys $df_0/dE=-f_0(1-f_0)/kT$, hence $f_0(1-f_0)\,dE=-kT\,df_0$. As $E$ runs upwards through the distribution, $f_0$ falls from 1 to 0. Reversing the limits removes the minus sign:

$$Y_{it}=i\omega q^2D\int_0^1\frac{df}{1+i\omega\tau f}
=\frac{q^2D}{\tau}\ln(1+i\omega\tau).$$

The real part of $1+i\omega\tau f$ is 1 throughout, so the principal logarithm applies. With $\ln(1+ix)=\tfrac12\ln(1+x^2)+i\arctan x$ and $Y_{it}=G_p+i\omega C_{it}$,

$$\frac{G_p}{\omega}=q^2D\,g(x),\quad g(x)=\frac{\ln(1+x^2)}{2x},\qquad C_{it}=q^2D\,\frac{\arctan x}{x}.$$

For $x\ll1$, $C_{it}\to q^2D$ and $G_p/\omega\to q^2D\,x/2$: the traps follow with a small lag. For $x\gg1$, $G_p/\omega\to q^2D\ln x/x$. This falls more slowly than the $1/x$ of a single level, because levels with small $f_0$ are fast enough to keep responding.

The linearization was tested by solving the full rate equation for a small periodic drive and summing its first harmonic over energy. For a surface-potential amplitude of $10^{-3}\,kT/q$, the largest deviation from the logarithm, relative to its magnitude, was $5\times10^{-8}$ at the four frequencies tried. The deviation grows as the square of the amplitude: it is about $5\times10^{-4}$ at $0.1\,kT/q$ and about 5% at $kT/q$. At that last amplitude the loss peak derived below moves from $\omega\tau=1.98$ to $2.23$, and its height falls from $0.402$ to $0.370\,q^2D$. The factors of this appendix therefore require $q\,|\delta\psi|\ll kT$.

In a finite gap the limits 0 and 1 become the occupancies $f_c$ and $f_v$ at the conduction and valence band edges:

$$G_p=\frac{q^2D}{2\tau}\ln\frac{1+x^2f_v^2}{1+x^2f_c^2}.$$

The infinite-range formula thus needs $1-f_v\ll1$, $f_c\ll1$ and $xf_c\ll1$. The second condition holds because the surface is non-degenerate. Since $f_v>f_c$, $G_p$ still rises with frequency, but it levels off once $xf_c\gg1$.

## The maximum

Differentiating $g$ gives

$$g'(x)=\frac{1}{1+x^2}-\frac{\ln(1+x^2)}{2x^2}=\frac{h(s)}{2s},\qquad h(s)=\frac{2s}{1+s}-\ln(1+s),$$

with $s=x^2$. The sign of $g'$ is that of $h$. Now $h(0)=0$ and

$$h'(s)=\frac{2}{(1+s)^2}-\frac{1}{1+s}=\frac{1-s}{(1+s)^2}.$$

So $h$ rises from zero until $s=1$ and then decreases towards $-\infty$. It crosses zero once for $s>0$, at some $s>1$, and $g$ has one maximum.

To solve $h=0$, set $w=1/(1+x^2)$. Then $2x^2/(1+x^2)=2(1-w)$ and $\ln(1+x^2)=-\ln w$, so

$$-\ln w=2-2w\;\Rightarrow\; w\,e^{-2w}=e^{-2}\;\Rightarrow\;(-2w)e^{-2w}=-2e^{-2}.$$

This is the defining equation of the Lambert function, $-2w=W(-2e^{-2})$. The branch $W_{-1}$ returns $-2$, hence $w=1$ and $x=0$. The maximum has $x^2>1$, hence $w<\tfrac12$ and $-2w>-1$, which selects $W_0$:

$$x_*=\sqrt{-\frac{2}{W_0(-2e^{-2})}-1}=1.9803 .$$

At this point $\ln(1+x_*^2)=2x_*^2/(1+x_*^2)$, so the height simplifies to

$$\left(\frac{G_p}{\omega}\right)_{\max}=q^2D\,\frac{x_*}{1+x_*^2}=0.4024\,q^2D,$$

$$D=\frac{2.485}{q^2}\left(\frac{G_p}{\omega}\right)_{\max}.$$

Numerical maximization of the energy sum gives the same position and height.

**Frequency sweep and bias sweep.** At fixed bias, $G_p=(q^2D/2\tau)\ln(1+\omega^2\tau^2)$ grows monotonically with $\omega$, so the division by $\omega$ is essential. At fixed $\omega$, a change of bias changes $\tau$ through $n_s$. Then $G_p=\omega q^2D\,g(\omega\tau)$ has a constant prefactor, and $G_p$ itself peaks at $\omega\tau=x_*$. This second reading also requires $D$ and $c$ to be constant over the energies swept by the Fermi level.

## Why the peak lies near 2, and which traps it samples

In the integral over $f$, a level contributes $xf/(1+x^2f^2)$ to $g$. This is largest at $x=1/f$, which exceeds 1 for every level. Hence all contributions are still rising at $x=1$, and their sum must peak above it. A level at the Fermi energy has $f=\tfrac12$ and peaks at $x=2$. At $x=2$, contributions with $f<\tfrac12$ are still rising with frequency and those with $f>\tfrac12$ are falling. The two groups nearly cancel, since $g'(2)=\tfrac15-\tfrac18\ln5\approx-0.0012$. The slope is slightly negative, so the total peaks just below 2.

Levels with occupancy below $f$ supply the fraction

$$\frac{\int_0^f xf'/(1+x^2f'^2)\,df'}{\int_0^1 xf'/(1+x^2f'^2)\,df'}=\frac{\ln(1+x^2f^2)}{\ln(1+x^2)}$$

of the loss. At $x_*$, the central 90% comes from $E-E_F$ between $-2.96\,kT$ and $1.77\,kT$. The peak therefore averages over several $kT$, and this is the range over which constancy of $D$ and $c$ matters most.

The superposition also broadens the curve. The ratio of the upper to the lower half-height frequency is 28.7, against 13.9 for a single level. A corrected spectrum with a clearly different ratio does not satisfy the assumptions made here.

## When the density or the potential is not uniform

**Sloping density.** Let $D$ increase towards the conduction band. High-lying levels have small $f$, so the integral acquires a weight that decreases with $f$. At $x_*$, contributions with $f<1/x_*$ are still rising with frequency and those with $f>1/x_*$ are falling; for uniform $D$ the two groups cancel. The new weight favours the rising group, so the total is still rising at $x_*$ and a maximum lies higher. For $D\propto e^{0.1(E-E_F)/kT}$ the peak is at $\omega\tau=2.21$ with height $0.393\,q^2D(E_F)$. Using the uniform factors would then give $\tau$ about 10% too low and $D(E_F)$ about 2% too low.

**Potential fluctuations.** Suppose the surface potential varies laterally with a Gaussian distribution of standard deviation $\sigma kT/q$, and that the same alternating surface potential $\delta\psi$ drives every patch. The semiconductor admittances of the patches then add in parallel behind one common oxide capacitance. This is an assumption of the model, and the peak positions below depend on it. Since $\ln\tau$ is linear in the potential, the curve left after the oxide correction is an average of copies of $g$ shifted along $y=\ln x$, where $\tau$ now refers to the mean potential. An average of displaced copies is lower than the common maximum.

The direction of the shift follows from an expansion for small $\sigma$. The average is $g+\tfrac12\sigma^2 g_{yy}$, so its maximum moves by $\delta y=-\tfrac12\sigma^2g_{yyy}/g_{yy}$. With $S=x/(1+x^2)=\tfrac12\operatorname{sech}y$ and $T=\tanh y=(x^2-1)/(x^2+1)$, differentiation of $g$ gives

$$g_y=S-g,\qquad g_{yy}=S_y-g_y,\qquad g_{yyy}=S_{yy}-g_{yy}.$$

Here $S_y=-ST$ and $S_{yy}=S(2T^2-1)$. At the maximum $g_y=0$, hence $g_{yy}=-ST$ and $g_{yyy}=S(2T^2+T-1)=S(2T-1)(T+1)$. Therefore

$$\delta y=\sigma^2\,\frac{(2T-1)(T+1)}{2T}.$$

This is positive because $T>\tfrac12$ is equivalent to $x^2>3$, and $x_*^2\approx3.92$. The expansion is used here for the sign; finite spreads need the full average:

| $\sigma$ | peak $\omega\tau$ | height$/(q^2D)$ |
|---|---|---|
| 0 | 1.980 | 0.402 |
| 1 | 2.222 | 0.326 |
| 2 | 2.426 | 0.237 |

Applying the uniform factor to the peak height underestimates $D$ by 19% for $\sigma=1$ and by 41% for $\sigma=2$.

The area is insensitive to this spread. Exchanging the order of integration, which is allowed for a non-negative integrand, and setting $u=xf$,

$$\int_0^\infty g\,\frac{dx}{x}=\int_0^1df\int_0^\infty\frac{du}{1+u^2}=\frac{\pi}{2}.$$

Shifts along $\ln x$ leave the area unchanged, so

$$D=\frac{2}{\pi q^2}\int\frac{G_p}{\omega}\,d\ln\omega$$

remains valid in this fluctuation model. The price is a frequency range wide enough to include both tails: two decades on each side of $\omega\tau=2$ capture 97% of the area for $\sigma=0$ and 91% for $\sigma=2$, while one decade on each side captures only 81% and 61%.

## Removing the oxide

Let the terminal admittance be $Y_m=G_m+i\omega C_m$. The oxide capacitance $C_{ox}$ is in series with the semiconductor admittance $Y_p=G_p+i\omega C_p$, where $C_p=C_D+C_{it}$. Solving $1/Y_m=1/(i\omega C_{ox})+1/Y_p$ gives

$$Y_p=\frac{i\omega C_{ox}(G_m+i\omega C_m)}{-G_m+i\omega(C_{ox}-C_m)}.$$

Multiply numerator and denominator by the conjugate $-G_m-i\omega(C_{ox}-C_m)$. The imaginary part of $(G_m+i\omega C_m)[-G_m-i\omega(C_{ox}-C_m)]$ is $-\omega G_mC_{ox}$. The prefactor $i\omega C_{ox}$ turns it into the real quantity $\omega^2C_{ox}^2G_m$, so

$$\frac{G_p}{\omega}=\frac{\omega C_{ox}^2G_m}{G_m^2+\omega^2(C_{ox}-C_m)^2}.$$

The inverse relation shows what happens without this correction:

$$\frac{G_m}{\omega}=\frac{C_{ox}^2\,(G_p/\omega)}{(G_p/\omega)^2+(C_{ox}+C_p)^2}.$$

The factor multiplying $G_p/\omega$ is below 1, so the raw loss is too small. At $x_*$, $G_p/\omega$ is stationary while $C_p$ decreases with frequency. The denominator is therefore falling, and $G_m/\omega$ is still rising: its peak lies at a higher frequency.

The correction also transmits errors in $C_{ox}$. If $G_m/\omega\ll C_{ox}-C_m$, then $G_p/\omega\approx C_{ox}^2(G_m/\omega)/(C_{ox}-C_m)^2$, and

$$\frac{d\ln(G_p/\omega)}{d\ln C_{ox}}\approx2-\frac{2C_{ox}}{C_{ox}-C_m}=-\frac{2C_m}{C_{ox}-C_m}.$$

The extraction becomes ill-conditioned as $C_m$ approaches $C_{ox}$. Series resistance of the bulk or contacts is absent from this circuit and must be removed beforehand.

## Worked example

The parameters are round model values: temperature 300 K, gap 1.10 eV, $D=10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$, $c=10^{-9}\ \mathrm{cm^3/s}$, and effective band density $2\times10^{19}\ \mathrm{cm^{-3}}$. At the surface the Fermi level lies 0.30 eV below the conduction band. The capacitances are $C_{ox}=100$ and $C_D=30\ \mathrm{nF/cm^2}$. Here $C_D$ is chosen freely, not calculated from a doping. A uniformly doped silicon surface with the same electron density would have a larger value at dopings of $10^{14}\ \mathrm{cm^{-3}}$ and above: about $49\ \mathrm{nF/cm^2}$ at a doping of $10^{15}\ \mathrm{cm^{-3}}$ and $101\ \mathrm{nF/cm^2}$ at $10^{16}\ \mathrm{cm^{-3}}$. That would leave the corrected peak unchanged, but it would lower the uncorrected one and make the extraction more sensitive to $C_{ox}$.

With $kT=0.025852$ eV,

$$n_s=2\times10^{19}\,e^{-0.30/0.025852}=1.825\times10^{14}\ \mathrm{cm^{-3}},$$

$$\tau=\frac{1}{10^{-9}\times1.825\times10^{14}}\ \mathrm{s}=5.48\ \mathrm{\mu s}.$$

The predicted peak frequency is $1.9803/(2\pi\tau)=57.5$ kHz. Since $D$ is given per eV, one factor $q$ converts the energy unit, and $q^2D=1.602\times10^{-19}\times10^{11}\ \mathrm{F/cm^2}=16.02\ \mathrm{nF/cm^2}$. The expected height is $0.4024\times16.02=6.45\ \mathrm{nF/cm^2}$.

Synthetic terminal data were generated by integrating over the finite gap. At the peak they give $C_m=28.17$ and $G_m/\omega=3.333\ \mathrm{nF/cm^2}$. The oxide correction, divided through by $\omega^2$, yields

$$\frac{G_p}{\omega}=\frac{100^2\times3.333}{3.333^2+(100-28.17)^2}=6.45\ \mathrm{nF/cm^2}.$$

The corrected spectrum peaks at 57.5 kHz and returns the input $D$ and $\tau$. The sensitivity to $C_{ox}$ is $-2\times28.17/71.83\approx-0.78$, so a 1% overestimate of $C_{ox}$ lowers the extracted $D$ by about 0.8%.

Three incorrect readings of the same data show the size of the factors:

- The single-level height factor 2, in place of 2.485, gives $D=8.05\times10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}$, which is 20% low.
- Treating $\tau$ as the relaxation time of a single level, with its peak at $\omega\tau=1$, gives $\tau=2.77\ \mathrm{\mu s}$, about half the true value.
- Without the oxide correction, the peak appears at 66.2 kHz with height $3.35\ \mathrm{nF/cm^2}$. The continuum factor then gives $D=5.20\times10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}$, which is 48% low.

In a bias sweep at 10 kHz, $G_p$ is largest when the Fermi level is 0.345 eV below the band at the surface. There $\omega\tau=1.980$, as the fixed-frequency argument requires. The numerical output below lists the values with further digits.

## Calculated quantities

```
Largest relative error, nonlinear vs logarithm: 5.4e-08
Peak omega*tau, Lambert expression: 1.980291
Peak omega*tau, energy sum: 1.980291
Peak G/(omega q^2 D): 0.402371
Factor q^2 D/(G/omega)_max: 2.4853
Trap capacitance/(q^2 D) at peak: 0.5571
Area over ln(omega)/(q^2 D): 1.570796
Half-height omega*tau, lower and upper: 0.4402, 12.6155
Half-height frequency ratio, continuum: 28.66
Half-height frequency ratio, single level: 13.93
Central 90% of peak, (E-E_F)/kT: -2.96 to 1.77
D ~ exp(0.1 eta): peak omega*tau 2.2061, height 0.3933
Potential spread 1 kT/q: omega*tau 2.2219, height 0.3259
Potential spread 2 kT/q: omega*tau 2.4259, height 0.2370
Temperature: 300 K; kT: 0.025852 eV
Gap: 1.10 eV; Fermi depth at surface: 0.30 eV
Trap density: 1.000e+11 cm^-2 eV^-1
Capture coefficient: 1.0e-09 cm^3/s
Effective band density: 2.0e+19 cm^-3
Surface electron density: 1.8250e+14 cm^-3
tau: 5.4796 microseconds
q^2 D: 16.0218 nF/cm^2
Oxide capacitance: 100.0 nF/cm^2
Depletion capacitance: 30.0 nF/cm^2
Predicted peak frequency: 57.518 kHz
Peak frequency from corrected data: 57.518 kHz
Corrected peak G_p/omega: 6.4467 nF/cm^2
Terminal capacitance there: 28.1735 nF/cm^2
Terminal G_m/omega there: 3.3330 nF/cm^2
Recovered D: 1.0000e+11 cm^-2 eV^-1
Recovered tau: 5.4796 microseconds
D if single-level factor 2 is used: 8.0474e+10 cm^-2 eV^-1
tau if omega*tau=1 is used: 2.7671 microseconds
Uncorrected G_m/omega peak frequency: 66.218 kHz
Uncorrected G_m/omega peak: 3.3520 nF/cm^2
D from uncorrected peak: 5.1996e+10 cm^-2 eV^-1
Bias sweep frequency: 10.0 kHz
Fermi depth at bias-sweep peak: 0.34523 eV
omega*tau at bias-sweep peak: 1.98029
```
